# Excitation Energies and the Superradiant Transition of the Dicke Model

**Q:** I am told that molecules coupled to one cavity mode change their ground state at a definite coupling strength. Which Hamiltonian is meant, and what is held fixed as molecules are added?

**A:** It is the Dicke Hamiltonian for $N$ identical two-level molecules. With $\hbar=1$,

$$H=\omega a^\dagger a+\omega_0J_z+\frac{\lambda}{\sqrt N}(a+a^\dagger)(J_++J_-).$$

Here $\omega$ is the mode energy, $\omega_0$ the molecular energy, and $J_z,J_\pm$ are sums of the molecular spin-½ operators. Each molecule couples with strength $\lambda/\sqrt N$, and the collective coupling $\lambda>0$ is fixed as $N\to\infty$. The total spin is conserved. I work in the sector $j=N/2$, which contains the state with every molecule unexcited. The ground state stays in this sector at any coupling. After $a\to-a$, no off-diagonal element of $H$ is positive in the basis of photon numbers and individual spin states, and $H$ connects all basis states with an even total number of quanta, and likewise all with an odd number. The lowest state of each set is therefore unique with positive amplitudes, hence symmetric under exchange of molecules, which means $j=N/2$.

**Q:** A collective spin has a bounded ladder. How can it be treated as an oscillator?

**A:** By the Holstein-Primakoff map. Let $[b,b^\dagger]=1$, $n=b^\dagger b$, and

$$J_z=n-\tfrac N2,\qquad J_+=b^\dagger\sqrt{N-n},\qquad J_-=\sqrt{N-n}\,b.$$

Since $b^\dagger f(n)b=nf(n-1)$,

$$J_+J_-=n(N-n+1),\qquad J_-J_+=(n+1)(N-n).$$

The difference is $2n-N=2J_z$, as required. Because $b^\dagger$ raises $n$ by one, $[J_z,J_+]=J_+$ also holds. The root gives zero at $n=N$, so $J_+$ cannot leave the physical states $0\le n\le N$. Nothing has been approximated yet.

**Q:** The square root still prevents a solution.

**A:** Suppose first that $n$ stays finite as $N\to\infty$. Then $\sqrt{N-n}=\sqrt N\,[1-n/(2N)+\dots]$, and the leading term gives

$$H\simeq-\frac{N\omega_0}{2}+\omega a^\dagger a+\omega_0b^\dagger b+\lambda xX,$$

with $x=a+a^\dagger$ and $X=b+b^\dagger$. Define also $p=i(a^\dagger-a)$ and $P=i(b^\dagger-b)$, so that $[x,p]=[X,P]=2i$. From $\dot O=i[H,O]$,

$$\dot x=\omega p,\quad \dot p=-\omega x-2\lambda X,\qquad \dot X=\omega_0P,\quad \dot P=-\omega_0X-2\lambda x.$$

Differentiating the coordinate equations once more,

$$\ddot x=-\omega^2x-2\lambda\omega X,\qquad \ddot X=-\omega_0^2X-2\lambda\omega_0x.$$

A solution proportional to $e^{-i\varepsilon t}$ requires

$$(\omega^2-\varepsilon^2)(\omega_0^2-\varepsilon^2)=4\lambda^2\omega\omega_0.$$

This is a quadratic equation for $\varepsilon^2$. Its discriminant is $(\omega^2+\omega_0^2)^2-4\omega^2\omega_0^2+16\lambda^2\omega\omega_0$, and the first two terms combine to $(\omega_0^2-\omega^2)^2$. Hence

$$2\varepsilon_\pm^2=\omega^2+\omega_0^2\pm\sqrt{(\omega_0^2-\omega^2)^2+16\lambda^2\omega\omega_0}.$$

At $\lambda=0$ these are the bare energies. At finite coupling they belong to mixed light-matter oscillators.

**Q:** Can $\varepsilon_-^2$ become negative?

**A:** Yes. The product of the roots is

$$\varepsilon_+^2\varepsilon_-^2=\omega\omega_0(\omega\omega_0-4\lambda^2),$$

and it changes sign at

$$\lambda_c=\frac{\sqrt{\omega\omega_0}}2.$$

Beyond this coupling the quadratic Hamiltonian has no lowest state, so the assumption of finite $n$ has failed.

**Q:** That shows where one state becomes unstable. The ground state might have jumped elsewhere at a smaller coupling.

**A:** To exclude that at leading order in $N$, allow macroscopic amplitudes:

$$a=\sqrt N\alpha+c,\qquad b=-\sqrt N\beta+d.$$

Real amplitudes suffice: for complex ones the interaction contains only $\mathrm{Re}\,\alpha\,\mathrm{Re}\,\beta$, while every other factor depends on $|\alpha|$ and $|\beta|$, so at fixed moduli the energy is lowest for real values. The opposite signs make the interaction energy negative when $\alpha,\beta>0$. Keeping the terms proportional to $N$, the energy per molecule is

$$e=\omega\alpha^2+\omega_0\left(\beta^2-\tfrac12\right)-4\lambda\alpha\beta\sqrt{1-\beta^2}.$$

The condition $\partial e/\partial\alpha=0$ gives $\alpha=(2\lambda/\omega)\beta\sqrt{1-\beta^2}$. Inserting it and writing $s=\beta^2$,

$$e(s)=-\frac{\omega_0}2+\omega_0s-\frac{4\lambda^2}{\omega}s(1-s),\qquad 0\le s\le1.$$

This function is convex, and its slope at $s=0$ is $\omega_0-4\lambda^2/\omega$. For $\lambda\le\lambda_c$ the slope is not negative, so the global minimum is at $s=0$ and there is no earlier jump. For $\lambda>\lambda_c$, setting the slope to zero gives

$$\beta^2=\frac{1-\mu}2,\qquad \mu=\frac{\omega\omega_0}{4\lambda^2}=\frac{\lambda_c^2}{\lambda^2}.$$

Then $\beta\sqrt{1-\beta^2}=\tfrac12\sqrt{1-\mu^2}$, and therefore

$$\alpha=\frac\lambda\omega\sqrt{1-\mu^2},\qquad \frac{\langle J_z\rangle}{N}=-\frac\mu2.$$

With $4\lambda^2/\omega=\omega_0/\mu$, the minimum energy is

$$e_0=-\frac{\omega_0\mu}2-\frac{\omega_0}{4\mu}(1-\mu^2)=-\frac{\omega_0}4\left(\mu+\frac1\mu\right).$$

The amplitudes grow continuously from zero at $\lambda_c$. Above it, the ground state contains a number of photons proportional to $N$. This is the superradiant phase. The name here describes an equilibrium state, not a burst of emitted light.

**Q:** Put numbers into that.

**A:** Take the round model parameters $\omega=1.6$ eV and $\omega_0=0.9$ eV. Then $\lambda_c=\sqrt{1.44}/2=0.6$ eV. At $\lambda=0.9$ eV,

$$\mu=(0.6/0.9)^2=0.444,\qquad \beta=\sqrt{0.556/2}=0.527,$$
$$\alpha=(0.9/1.6)\sqrt{1-0.444^2}=0.504.$$

There are $\alpha^2=0.254$ photons per molecule, and $\langle J_z\rangle/N=-0.222$. The energy per molecule is $-0.606$ eV, compared with $-0.450$ eV for the normal state.

**Q:** You have moved the origin by an amount of order $\sqrt N$. Are there not large linear terms left in $H$?

**A:** They cancel, and the same expansion supplies the new excitations. From here $x=c+c^\dagger$ and $X=d+d^\dagger$. Let $k=1-\beta^2=(1+\mu)/2$. Since $b^\dagger b=N\beta^2-\sqrt N\beta X+d^\dagger d$,

$$N-b^\dagger b=Nk(1+u),\qquad u=\frac{\beta X}{k\sqrt N}-\frac{d^\dagger d}{kN}.$$

Using $\sqrt{1+u}=1+u/2-u^2/8+\dots$, the root is

$$S=\sqrt{Nk}\left[1+\frac{\beta X}{2k\sqrt N}-\frac{d^\dagger d}{2kN}-\frac{\beta^2X^2}{8k^2N}+\dots\right].$$

Now $J_++J_-=b^\dagger S+Sb=-2\sqrt N\beta S+d^\dagger S+Sd$. Operator order matters in the last two terms:

$$d^\dagger X+Xd=d^{\dagger2}+d^2+2d^\dagger d=X^2-1.$$

The coefficient of $X$ is $1-\beta^2/k=(1-2\beta^2)/k=\mu/k$. Collecting powers of $N$,

$$\frac{J_++J_-}{\sqrt N}=\sqrt k\left[-2\sqrt N\beta+\frac\mu kX+\frac T{\sqrt N}+\dots\right],$$

$$T=\frac{\beta}{2k}(X^2-1)+\frac\beta kd^\dagger d+\frac{\beta^3}{4k^2}X^2.$$

Multiply this by $\lambda(2\sqrt N\alpha+x)$ and add the shifted $\omega a^\dagger a$ and $\omega_0b^\dagger b$. The terms of order $\sqrt N$ are

$$\sqrt N\left[(\omega\alpha-2\lambda\beta\sqrt k)x+\left(\frac{2\lambda\alpha\mu}{\sqrt k}-\omega_0\beta\right)X\right].$$

The first bracket vanishes because $\alpha=2\lambda\beta\sqrt k/\omega$. With this $\alpha$, the second is $\beta(4\lambda^2\mu/\omega-\omega_0)$, which vanishes by the definition of $\mu$.

**Q:** What remains at order one?

**A:** The remaining terms are $\omega c^\dagger c+\omega_0d^\dagger d+2\lambda\alpha\sqrt k\,T+(\lambda\mu/\sqrt k)xX$. Every part of $T$ contains $\beta/k$, so define

$$\eta=\frac{2\lambda\alpha\beta}{\sqrt k}=\frac{4\lambda^2\beta^2}\omega=\frac{\omega_0(1-\mu)}{2\mu}.$$

Then

$$2\lambda\alpha\sqrt k\,T=\eta\left[\frac{X^2-1}2+d^\dagger d+\frac{\beta^2}{4k}X^2\right],\qquad \frac{\beta^2}k=\frac{1-\mu}{1+\mu}.$$

The quadratic Hamiltonian is therefore

$$H_2=\omega c^\dagger c+\tilde\omega d^\dagger d+\kappa X^2+gxX-\frac\eta2,$$

with

$$\tilde\omega=\omega_0+\eta=\frac{\omega_0(1+\mu)}{2\mu},\qquad g=\lambda\mu\sqrt{\frac2{1+\mu}},$$

$$\kappa=\eta\left[\frac12+\frac{1-\mu}{4(1+\mu)}\right]=\frac{\omega_0(1-\mu)(3+\mu)}{8\mu(1+\mu)}.$$

At $\lambda=0.9$ eV these are $\tilde\omega=1.463$ eV, $\kappa=0.335$ eV and $g=0.471$ eV.

**Q:** Three new coefficients do not yet give a simple spectrum.

**A:** The equations of motion combine them. With $P=i(d^\dagger-d)$, the term $\kappa X^2$ adds $i\kappa[X^2,P]=-4\kappa X$ to $\dot P$. Thus

$$\ddot x=-\omega^2x-2g\omega X,\qquad \ddot X=-\tilde\omega(\tilde\omega+4\kappa)X-2g\tilde\omega x.$$

First,

$$\tilde\omega+4\kappa=\frac{\omega_0[(1+\mu)^2+(1-\mu)(3+\mu)]}{2\mu(1+\mu)}=\frac{2\omega_0}{\mu(1+\mu)},$$

because the square bracket equals 4. Hence $\tilde\omega(\tilde\omega+4\kappa)=\omega_0^2/\mu^2$. Second,

$$4g^2\omega\tilde\omega=4\omega\,\frac{2\lambda^2\mu^2}{1+\mu}\,\frac{\omega_0(1+\mu)}{2\mu}=4\lambda^2\mu\omega\omega_0=\omega^2\omega_0^2.$$

The mode condition becomes

$$(\omega^2-\varepsilon^2)\left(\frac{\omega_0^2}{\mu^2}-\varepsilon^2\right)=\omega^2\omega_0^2,$$

and solving it as before gives

$$2\varepsilon_\pm^2=\omega^2+\frac{\omega_0^2}{\mu^2}\pm\sqrt{\left(\frac{\omega_0^2}{\mu^2}-\omega^2\right)^2+4\omega^2\omega_0^2}.$$

The product of the roots is $\omega^2\omega_0^2(\mu^{-2}-1)$, which is positive for $\mu<1$. The new state is stable. Far above the transition, $\mu\to0$, the energies approach $\omega$ and $\omega_0/\mu=4\lambda^2/\omega$: the photon oscillates about its displaced position, and the spin is reoriented in the strong field of the mode.

**Q:** Show the arithmetic on both sides of the transition.

**A:** At $\lambda=0.3$ eV, the normal formula gives, in eV²,

$$2\varepsilon_\pm^2=3.370\pm\sqrt{3.063+2.074}=3.370\pm2.266,$$

so $\varepsilon_-=0.743$ eV and $\varepsilon_+=1.679$ eV. At $\lambda=0.9$ eV, $\omega_0/\mu=2.025$ eV and

$$2\varepsilon_\pm^2=6.661\pm\sqrt{2.374+8.294}=6.661\pm3.266,$$

so $\varepsilon_-=1.303$ eV and $\varepsilon_+=2.228$ eV. Diagonalization with exact spin matrix elements, extrapolated to $N\to\infty$, reproduces these energies to the digits shown.

**Q:** Energy differences could agree while a constant is wrong. Did you keep the constant?

**A:** Yes. Since $\omega c^\dagger c=\omega(x^2+p^2)/4-\omega/2$, and likewise for $d$, the normal modes contribute $(\varepsilon_++\varepsilon_-)/2$ and the normal ordering subtracts $(\omega+\tilde\omega)/2$. Including $-\eta/2$ and using $\tilde\omega+\eta=\omega_0/\mu$,

$$E_0=Ne_0+\tfrac12\left(\varepsilon_++\varepsilon_--\omega-\frac{\omega_0}\mu\right)+\dots$$

In the normal phase the same form holds with $e_0=-\omega_0/2$, with $\omega_0$ in place of $\omega_0/\mu$, and with $\varepsilon_\pm$ taken from the normal-phase formula. At $\lambda=0.9$ eV the second term is $(1.303+2.228-1.600-2.025)/2=-0.047$ eV, which the numerical check also confirms.

**Q:** Does the lower energy close in the same way from both sides?

**A:** The power is the same, but the amplitude differs. Let $\delta=|\lambda/\lambda_c-1|\ll1$. At the transition $\varepsilon_+^2=\omega^2+\omega_0^2$, so dividing the product of the roots by this value gives $\varepsilon_-^2$ to leading order. Below, the product contains $1-\lambda^2/\lambda_c^2\simeq2\delta$. Above, it contains $\mu^{-2}-1=(\lambda/\lambda_c)^4-1\simeq4\delta$. Thus

$$\varepsilon_-\simeq\frac{\omega\omega_0}{\sqrt{\omega^2+\omega_0^2}}\times\begin{cases}\sqrt{2\delta},&\lambda<\lambda_c,\\\sqrt{4\delta},&\lambda>\lambda_c.\end{cases}$$

The prefactor is 0.784 eV here, and the amplitude above is larger by $\sqrt2$.

**Q:** For finite $N$ I would not expect a true zero. Does the expansion survive there?

**A:** Not close to $\lambda_c$. As the soft mode loses its restoring force, its fluctuations grow and the discarded quartic term matters. In $Ne(s)$ that term is of order $Ns^2$. With $X^2$ of order $Ns$, it is of order $X^4/N$. For a soft coordinate $y$, balancing the kinetic scale $1/y^2$ against $y^4/N$ gives $y\sim N^{1/6}$ and a gap of order $N^{-1/3}$.

This estimate gives another way to find the transition: $N^{1/3}$ times the gap should be nearly independent of $N$ at $\lambda_c$. For the gap between the two lowest levels, the curves for $N=80$ and $N=160$ cross at 0.601 eV, close to the predicted 0.600 eV. The crossing locates $\lambda_c$ but is a weak test of the power: scaling with $N^{1/4}$ or $N^{1/2}$ instead moves it only to 0.596 or 0.607 eV. At these sizes the gap at $\lambda_c$ falls with an effective power of about 0.31, which approaches 1/3 slowly as $N$ grows.

**Q:** You chose positive $\alpha$ and $\beta$. Why should the ground state prefer that sign?

**A:** It does not. The parity $\Pi=e^{i\pi(a^\dagger a+b^\dagger b)}$ reverses both $a$ and $b$ and commutes with $H$. The minima $(\alpha,\beta)$ and $(-\alpha,-\beta)$ therefore have equal energy and equal excitation spectra. At finite $N$, tunnelling combines them into even and odd states. In these states $\langle a\rangle=0$, although $\langle a^\dagger a\rangle/N$ remains finite.

At $\lambda=0.9$ eV the splitting of the lowest pair is $8.1\times10^{-3}$, $4.3\times10^{-5}$ and $1.9\times10^{-7}$ eV for $N=8$, 16 and 24. The energy $\varepsilon_-$ is the excitation within a well, not this small splitting.

**Q:** Would the rotating-wave approximation change the threshold?

**A:** Yes. The Tavis-Cummings interaction keeps $aJ_++a^\dagger J_-$ and drops the other two products. In the mean-field energy, $4\lambda\alpha\beta\sqrt{1-\beta^2}$ becomes $2\lambda\alpha\beta\sqrt{1-\beta^2}$. This amounts to replacing $\lambda$ by $\lambda/2$, so the threshold moves to $\sqrt{\omega\omega_0}$. The counter-rotating terms are needed for the factor one half.

**Q:** Electrons coupled to a vector potential also have an $A^2$ term. Where is it?

**A:** It is absent from the Dicke Hamiltonian, and this limits the result. Add $D(a+a^\dagger)^2$ with $D\ge0$. The mean-field energy gains $4D\alpha^2$, so $\omega$ in $e$ is replaced by $\omega+4D$. The convexity argument then gives the threshold

$$4\lambda^2=\omega_0(\omega+4D).$$

If $D\ge\lambda^2/\omega_0$, the right side is at least $\omega\omega_0+4\lambda^2$, and the threshold cannot be reached.

**Q:** Is such a large $D$ forced on us, or merely possible?

**A:** It is forced in the following minimal-coupling model. Let each molecule have one electron of charge $q$ and mass $m$ in a velocity-independent potential, in a uniform field $A=A_0(a+a^\dagger)$ along one axis. Expanding $(p_e-qA)^2/2m$ gives

$$D=\frac{Nq^2A_0^2}{2m},\qquad \frac\lambda{\sqrt N}=\frac{|qA_0|}m|p_{10}|,$$

where $p_{10}$ is the momentum matrix element between the two retained states. Their relative phase is chosen to give the coupling its Dicke form. The molecules are taken not to interact with one another, and the diagonal elements $p_{00}$ and $p_{11}$ vanish because $p_e=im[H_e,r]$, with $H_e$ the molecular Hamiltonian and $r$ the electron position, has zero average in a bound eigenstate.

For the ground state 0, which has $p_{00}=0$, and any excited state $n$ with excitation energy $\omega_{n0}$, $p_{n0}=im\omega_{n0}r_{n0}$. Taking the ground-state average of $[r,p_e]=i$ gives

$$\sum_{n\ne0}\frac{2|p_{n0}|^2}{m\omega_{n0}}=1.$$

All terms are nonnegative, so $|p_{10}|^2/(m\omega_0)\le1/2$, and

$$\frac{\lambda^2}{\omega_0}=\frac{Nq^2A_0^2}m\,\frac{|p_{10}|^2}{m\omega_0}\le D.$$

This model has no superradiant transition at leading order in $N$. For the example at $\lambda=0.9$ eV, the smallest allowed value is $D=0.81/0.9=0.9$ eV. The term $Dx^2$ adds $-4Dx$ to $\dot p$, so $\omega^2$ in the normal-phase mode condition becomes $\omega(\omega+4D)$. In eV², $(8.32-\varepsilon^2)(0.81-\varepsilon^2)=4.666$, and the lower excitation energy of the normal phase is then 0.483 eV instead of imaginary. This smallest $D$ requires the retained transition to exhaust the sum rule. If it does not, keeping two levels together with the full $D$ is not quantitative. With a coupling $\lambda_n$ to every excited level, the sum rule reads $D=\sum_n\lambda_n^2/\omega_{n0}$, so the discarded levels cancel the excess $D-\lambda^2/\omega_0$ for a static field, which cannot change the energy of a bound electron. The absence of a transition survives, but the two-level mode energies then come out too high. The value $\lambda_c=\sqrt{\omega\omega_0}/2$ is thus a property of the Dicke Hamiltonian as written, and applying it to molecules requires a microscopic reason for omitting or compensating the $A^2$ term.

## Numbers as computed

```
mode energy w = 1.600 eV, molecular energy w0 = 0.900 eV
critical coupling from formula = 0.6000 eV
lam, lower, upper [formula]; lower, upper [diagonalization], eV:
  0.30  0.7429 1.6787  0.7429 1.6787
    order-one ground energy: formula -0.0392, diagonalization -0.0392 eV
  0.45  0.5432 1.7536  0.5432 1.7536
    order-one ground energy: formula -0.1016, diagonalization -0.1016 eV
  0.90  1.3028 2.2279  1.3028 2.2279
    order-one ground energy: formula -0.0472, diagonalization -0.0472 eV
  1.20  1.5376 3.6271  1.5376 3.6271
    order-one ground energy: formula -0.0176, diagonalization -0.0176 eV
at lam = 0.90 eV: mu = 0.4444, alpha = 0.5039, beta = 0.5270
  w_tilde = 1.4625, kappa = 0.3353, g = 0.4707 eV
  mean-field energy per molecule = -0.6062 eV
  normal-state energy per molecule = -0.4500 eV
lam = 0.30 eV: photons per molecule: formula 0.0000, diagonalization 0.0000
  Jz/N: formula -0.5000, diagonalization -0.5000
lam = 0.90 eV: photons per molecule: formula 0.2539, diagonalization 0.2539
  Jz/N: formula -0.2222, diagonalization -0.2222
doublet splitting, lam = 0.90 eV, N = 8: 8.12e-03 eV
doublet splitting, lam = 0.90 eV, N = 16: 4.26e-05 eV
doublet splitting, lam = 0.90 eV, N = 24: 1.90e-07 eV
crossing of scaled gaps, N = 80 and 160: 0.6010 eV
gap prefactor w w0/sqrt(w^2+w0^2) = 0.7844 eV
gap ratio above/below at delta = 1e-05: 1.4142
upper energy at the critical coupling = 1.8358 eV
with D = 0.9000 eV at lam = 0.90 eV: lower energy: formula 0.4828, diagonalization 0.4828 eV
  full-basis gap at N = 40: 0.5040 eV
```
